\section*{Reversing a bilayer membrane: unchanged downstream flux, changed gas storage}

\section{Definitions and conventions}

A flat membrane consists of layers 1 and 2 with thicknesses $L_i$. Gas moves along $x$ from the upstream to the downstream face, and a flux in that direction is positive. The concentration $c$ of dissolved gas obeys linear sorption, $c=S_iu$, where $u$ is the gas pressure that would be in equilibrium with the solid at that point. The diffusivity $D_i$ and solubility $S_i$ are constant in each layer. The contact between the layers has no resistance, so $u$ and the flux $j$ are continuous there, while $c$ jumps if $S_1\ne S_2$. This is why $u$ is the convenient variable.

The membrane is empty for $t<0$. At $t=0$ the upstream pressure rises to $p_0$ and stays there; the downstream pressure is held at zero. Order 12 means that layer 1 faces upstream, order 21 that layer 2 does. Each layer is described by
\begin{equation}
R_i=\frac{L_i}{D_iS_i},\qquad C_i=S_iL_i,\qquad e_i=S_i\sqrt{D_i},
\end{equation}
its resistance, its capacity per area and a coefficient that measures how fast a fresh surface takes up gas. They satisfy $R_iC_i=L_i^2/D_i$ and $C_i/R_i=e_i^2$. The total resistance is $R=R_1+R_2$. The algebra holds in any consistent units, atomic units included.

The result has two parts. The downstream flux $J(t)$ is the same in both orders at every $t>0$. The stored gas $N(t)$ is the same at all times if and only if $e_1=e_2$.

\section{One layer as a matrix}

Conservation of gas and Fick's law give, inside a layer,
\begin{equation}
S\,\partial_tu=-\partial_xj,\qquad j=-DS\,\partial_xu .
\end{equation}
Let a hat denote the Laplace transform, $\hat u(s)=\int_0^\infty u\,e^{-st}dt$. Since the layer starts empty, $\partial_tu$ becomes $s\hat u$, and $\hat u''=(s/D)\hat u$. With $q=\sqrt{s/D}$ and the downstream face of the layer at $x=b$, the solution with given values $\hat u_b,\hat\jmath_b$ there is
\begin{equation}
\hat u(x)=\hat u_b\cosh q(b-x)+\frac{\hat\jmath_b}{DSq}\sinh q(b-x).
\end{equation}
Differentiating the argument $q(b-x)$ gives a factor $-q$, whose sign cancels the minus sign in Fick's law:
\begin{equation}
\hat\jmath(x)=DSq\,\hat u_b\sinh q(b-x)+\hat\jmath_b\cosh q(b-x).
\end{equation}
Here $DSq=S\sqrt{Ds}=e\sqrt s$. Define $\phi_i=L_i\sqrt{s/D_i}$ and $Z_i=1/(e_i\sqrt s)$. At the upstream face of the layer, $b-x=L_i$, so
\begin{equation}
\begin{pmatrix}\hat u\\ \hat\jmath\end{pmatrix}_{\rm in}
=M_i\begin{pmatrix}\hat u\\ \hat\jmath\end{pmatrix}_{\rm out},\qquad
M_i=\begin{pmatrix}\cosh\phi_i&Z_i\sinh\phi_i\\ Z_i^{-1}\sinh\phi_i&\cosh\phi_i\end{pmatrix}.
\end{equation}
The equal diagonal elements express that a uniform layer looks the same from either side.

\section{The downstream flux}

Continuity at the contact lets the matrices be multiplied, $M=M_1M_2$. The elements needed are
\begin{align}
M_{11}&=\cosh\phi_1\cosh\phi_2+\frac{e_2}{e_1}\sinh\phi_1\sinh\phi_2,\\
M_{12}&=Z_1\sinh\phi_1\cosh\phi_2+Z_2\cosh\phi_1\sinh\phi_2\equiv B,\\
M_{22}&=\cosh\phi_1\cosh\phi_2+\frac{e_1}{e_2}\sinh\phi_1\sinh\phi_2,
\end{align}
where $Z_1/Z_2=e_2/e_1$ was used. The step has transform $p_0/s$, and the downstream pressure is zero. The first row of the matrix relation is then $p_0/s=B\hat J$, or
\begin{equation}
\hat J(s)=\frac{p_0}{sB(s)} .
\label{J}
\end{equation}
Exchanging the labels 1 and 2 exchanges the two terms of $B$ and leaves their sum unchanged. Two functions that are continuous for $t>0$ and have the same Laplace transform are equal, so the whole transient is unchanged, not merely its final value. For any other upstream history $p(t)$ starting from an empty membrane, $p_0/s$ is replaced by $\hat p(s)$ and the same conclusion follows. A slow pressure rise therefore does no harm if $p(t)$ at the membrane is the same in both runs. Using the same valve does not by itself guarantee this, because the two orders can draw gas from the upstream chamber at different rates.

For numerical inversion at large $|s|$, the growing exponentials should be removed. With $E_i=e^{-2\phi_i}$,
\begin{equation}
\hat J=\frac{4p_0\,e^{-\phi_1-\phi_2}}{s\left[Z_1(1-E_1)(1+E_2)+Z_2(1+E_1)(1-E_2)\right]} .
\label{scaled}
\end{equation}

\subsection{Late times: steady flux and lag}

For small $s$, $Z_i\phi_i=R_i$ and $\phi_i^2=sR_iC_i$. Expanding $\sinh\phi=\phi(1+\phi^2/6+\dots)$ and $\cosh\phi=1+\phi^2/2+\dots$ gives
\begin{align}
B&=R_1\left(1+\tfrac{sR_1C_1}{6}+\tfrac{sR_2C_2}{2}\right)
+R_2\left(1+\tfrac{sR_1C_1}{2}+\tfrac{sR_2C_2}{6}\right)+O(s^2)\nonumber\\
&=R(1+s\theta)+O(s^2),\\
\theta&=\frac1R\left[\frac{C_1R_1^2+C_2R_2^2}{6}+\frac{R_1R_2(C_1+C_2)}{2}\right].
\label{lag}
\end{align}
Hence $\hat J=(p_0/R)(1/s-\theta+O(s))$. The steady flux is $J_\infty=p_0/R$, and $\int_0^\infty(J_\infty-J)\,dt=J_\infty\theta$. The gas delivered by a late time $t$ is $J_\infty(t-\theta)$, which identifies $\theta$ as the time lag.

This reading needs the transient to decay. A zero of $B$ at some $s$ means a nonzero profile with $\hat u=0$ on both faces and $sS\hat u=(DS\hat u')'$. Multiplying by $\hat u^*$ and integrating by parts gives $s\int S|\hat u|^2dx=-\int DS|\hat u'|^2dx$, so $s$ is real and negative, and each mode decays.

\subsection{Early times}

For large $s$ the $E_i$ in Eq.~(\ref{scaled}) are negligible. With $\tau=L_1/\sqrt{D_1}+L_2/\sqrt{D_2}$ and $Z_1+Z_2=(e_1+e_2)/(e_1e_2\sqrt s)$, one has $\hat J\simeq 4p_0\,e_1e_2\,e^{-\tau\sqrt s}/[(e_1+e_2)\sqrt s]$. The inverse transform of $e^{-\tau\sqrt s}/\sqrt s$ is $e^{-\tau^2/4t}/\sqrt{\pi t}$, so
\begin{equation}
J(t)\simeq\frac{4e_1e_2}{e_1+e_2}\,\frac{p_0\,e^{-\tau^2/4t}}{\sqrt{\pi t}} .
\label{early}
\end{equation}
The first arrivals depend on $\tau$, the sum of the square roots of the layers' diffusion times $L_i^2/D_i$, and on a transmission factor symmetric in $e_1$ and $e_2$.

\section{The stored gas}

The second row of the matrix relation gives the upstream flux $\hat\jmath_{\rm in}=M_{22}\hat J$. The inventory is the integral of inflow minus outflow, so $\hat N=(\hat\jmath_{\rm in}-\hat J)/s$. On reversal $\hat J$ is unchanged but $e_1/e_2$ in $M_{22}$ becomes $e_2/e_1$. Therefore
\begin{equation}
\hat N_{12}-\hat N_{21}=\frac{p_0}{s^2B}\left(\frac{e_1}{e_2}-\frac{e_2}{e_1}\right)\sinh\phi_1\sinh\phi_2 .
\label{dN}
\end{equation}
For $s>0$ both hyperbolic sines are positive. The difference vanishes for all $s$, and hence for all $t$, if and only if $e_1=e_2$. Thicknesses do not enter this condition.

The steady inventory follows directly from the pressure profile. In order 12 the contact pressure is $p_0R_2/R$, and $u$ is linear in each layer. The mean pressures are $p_0(R_1+2R_2)/(2R)$ in layer 1 and $p_0R_2/(2R)$ in layer 2:
\begin{align}
N_{12}&=\frac{p_0}{2R}\left[C_1(R_1+2R_2)+C_2R_2\right],\\
N_{21}&=\frac{p_0}{2R}\left[C_2(R_2+2R_1)+C_1R_1\right].
\end{align}
Subtraction and addition give
\begin{equation}
N_{12}-N_{21}=\frac{p_0}{R}(C_1R_2-C_2R_1),\qquad N_{12}+N_{21}=p_0(C_1+C_2).
\label{sumdiff}
\end{equation}
Since $C_1R_2-C_2R_1=R_1R_2(e_1^2-e_2^2)$, more gas is stored when the layer with the larger $e$ faces upstream.

\subsection{Why the lag does not reveal the difference}

Let $w(x)$ be the fraction of $R$ lying upstream of $x$, so $w'=1/(DSR)$. Multiply gas conservation by $w$ and integrate by parts:
\begin{equation}
\frac{d}{dt}\int Suw\,dx=-[jw]+\int jw'\,dx=-J+\frac{p_0}{R}.
\end{equation}
The boundary term is $J$ because $w=0$ upstream and $w=1$ downstream; the last integral is $-\int u'dx/R=p_0/R$. The outflow missing up to time $t$, $\int_0^t(J_\infty-J)\,dt'$, is thus a weighted inventory, in which gas near the upstream face counts little. Integrating over all times and using the steady profile $u=p_0(1-w)$,
\begin{equation}
\theta=R\int S\,w(1-w)\,dx .
\label{weight}
\end{equation}
Reversal replaces $w$ by $1-w$ at each point of the material and leaves the product unchanged, although the unweighted inventory $p_0\int S(1-w)dx$ changes.

The same fact governs emptying. If the upstream pressure is returned to zero after steady state, superposition gives a downstream flux $J_\infty-J(t)$, with $t$ now counted from that moment. The gas leaving downstream is $J_\infty\theta$ in either order. The remainder, $N-J_\infty\theta$, leaves through the upstream face and carries the whole difference.

\section{Where the equality extends and where it fails}

\subsection{More than two layers}

Let $P=\begin{pmatrix}0&1\\1&0\end{pmatrix}$. For any $2\times2$ matrix, $PM^{T}P$ exchanges the diagonal elements and keeps the off-diagonal ones. Each layer has equal diagonal elements, so $PM_i^TP=M_i$. Transposition reverses a product, and $P^2=1$, hence
\begin{equation}
P(M_1M_2\cdots M_n)^TP=M_n\cdots M_2M_1 .
\end{equation}
The element $M_{12}$, which sets $J$, survives full reversal of any stack. A linear contact resistance $r$ has the matrix with rows $(1,r)$ and $(0,1)$, also with equal diagonals, and may be included if it is reversed with the stack.

Exchanging just two layers of a longer stack is different. Take a layer of capacity $C$ and negligible resistance together with two equal resistive layers. By Eq.~(\ref{weight}) it adds $CR/4$ to the lag in the middle, where $w=1/2$, but nothing at an outer face, where $w(1-w)=0$.

\subsection{A closed receiver}

Suppose that gas collects downstream in a closed volume of capacity $C_V$ per membrane area, initially empty. Then $\hat u_{\rm out}=\hat J/(sC_V)$, and the first matrix row gives
\begin{equation}
\hat J=\frac{p_0}{sB+M_{11}/C_V}.
\end{equation}
Now $M_{11}$ enters, and it changes on reversal unless $e_1=e_2$. For small $s$,
\begin{equation}
M_{11}=1+s\left[\tfrac12(R_1C_1+R_2C_2)+R_1C_2\right]+O(s^2).
\end{equation}
For a large receiver, after the transient but at $t\ll RC_V$, the bracket divided by $C_V$ acts as an addition to $R$. Other corrections of order $1/C_V$ are common to both orders. To leading order the relative difference is therefore
\begin{equation}
\frac{J_{12}-J_{21}}{J_\infty}\simeq-\frac{R_1C_2-R_2C_1}{RC_V}=\frac{N_{12}-N_{21}}{p_0C_V}.
\label{receiver}
\end{equation}

\subsection{Saturating sorption}

Let a fraction $f$ of the low-pressure solubility belong to immobile sites that saturate, with affinity $b$:
\begin{equation}
c=S\left[(1-f)u+\frac{fu}{1+bu}\right],\qquad j=-DS\,\partial_xu .
\end{equation}
The steady flux is still $p_0/R$, but $Su$ in the weighted inventory is replaced by $c(u)$. The product $c(u)w$ at steady state no longer has the symmetry of $w(1-w)$, so the lag generally depends on order. As a strong case, take dimensionless layers with $(D,S,L)=(1/3,3,1)$ and $(1,1,1)$, $p_0=1$, and sites with $f=0.9$, $b=20$ in the first material alone. Numerical integration with 40 finite volumes per layer gives a largest flux difference between the orders of 27.5\% of the steady flux.

\section{Worked example: oxygen through a packaging laminate}

Layer 1 is $12~\mu$m of PET with $D_1=4.0\times10^{-9}$~cm$^2$/s and $S_1=0.070$; layer 2 is $50~\mu$m of LDPE with $D_2=5.0\times10^{-7}$~cm$^2$/s and $S_2=0.050$. Solubilities are in cm$^3$(STP)/(cm$^3$ atm), where STP means 273.15~K and 1~atm. The temperature is 298.15~K and the step is 760~Torr, that is 1~atm. In atm\,cm$^2$\,s/cm$^3$(STP),
\begin{equation}
R_1=\frac{12\times10^{-4}}{4.0\times10^{-9}\times0.070}=4.286\times10^6,\qquad R_2=2.000\times10^5 .
\end{equation}
The capacities are $C_1=0.840$ and $C_2=2.500$~cm$^3$(STP)/(m$^2$ atm). PET supplies most of the resistance and LDPE most of the capacity.

The steady flux is $1/(4.486\times10^6)$~cm$^3$(STP)/(cm$^2$ s), or 192.6~cm$^3$(STP)/(m$^2$ day), equal to 99.5~nmol/(m$^2$ s). In Eq.~(\ref{lag}) the PET term is $60.00~{\rm s}\times R_1/R=57.3$~s, the LDPE term is $8.33~{\rm s}\times R_2/R=0.4$~s and the mixed term is 31.9~s. Their sum is $\theta=89.6$~s. The small resistance of LDPE does not make it irrelevant to the transient: its capacity contributes $R_1R_2C_2/(2R)=23.9$~s of the mixed term.

The contact pressure is 33.9~Torr with PET upstream and 726.1~Torr with LDPE upstream. The LDPE is thus nearly empty in one order and nearly full in the other. The steady inventories are
\begin{align}
N_{12}&=0.494~{\rm cm^3(STP)/m^2},\\
N_{21}&=2.846~{\rm cm^3(STP)/m^2},
\end{align}
a ratio of 5.75. The difference, 2.351~cm$^3$(STP)/m$^2$ or 104.9~$\mu$mol/m$^2$, equals about 18 minutes of steady permeation.

The transient below was computed by dividing each layer into 110 to 170 finite volumes and diagonalizing the resulting linear rate equations. Fluxes are in cm$^3$(STP)/(m$^2$ day), inventories in cm$^3$(STP)/m$^2$.

\begin{center}
\begin{tabular}{rrrrrr}
$t$ (s)&$J$&$j_{\rm in,12}$&$j_{\rm in,21}$&$N_{12}$&$N_{21}$\\
20&0.36&483&3362&0.223&1.753\\
60&57.7&280&816&0.377&2.536\\
150&172.4&203&238&0.480&2.814\\
400&192.6&193&193&0.494&2.845
\end{tabular}
\end{center}

One column suffices for $J$, while the upstream flux at 20~s differs sevenfold. The early-time formulas explain both entries. For the outlet, $\tau=18.97+7.07=26.04~{\rm s}^{1/2}$, and Eq.~(\ref{early}) gives 0.36 at 20~s. For the inlet, let $a$ be the front layer and $b$ the back one, and let the back layer be effectively infinitely thick. Then $\hat\jmath_{\rm in}=M_{22}\hat J$ reduces to
\begin{equation}
\hat\jmath_{\rm in}=\frac{p_0e_a}{\sqrt s}\,\frac{1-\rho e^{-2\phi_a}}{1+\rho e^{-2\phi_a}},\qquad \rho=\frac{e_a-e_b}{e_a+e_b}.
\end{equation}
To first order in $e^{-2\phi_a}$, inversion gives
\begin{equation}
j_{\rm in}\simeq\frac{p_0e_a}{\sqrt{\pi t}}\left[1-2\rho\,e^{-L_a^2/(D_at)}\right].
\end{equation}
Here $e_1=4.427\times10^{-6}$ and $e_2=3.536\times10^{-5}$~cm$^3$(STP)/(cm$^2$ atm s$^{1/2}$). With PET in front the correction at 20~s is negligible. With LDPE in front, $L_2^2/(D_2t)=2.5$ and $\rho=0.777$, so the smaller $e$ of the PET behind the contact lowers the uptake by 13\%, from 3854 to 3362.

On emptying from steady state, the downstream side receives $192.6\times89.6/86400=0.200$~cm$^3$(STP)/m$^2$ in either order. The upstream side receives 0.29 with PET upstream and 2.65 with LDPE upstream. For a pressure step into the empty laminate, or for this emptying from steady state, a downstream detector therefore cannot identify the order, but an uptake or upstream-release measurement can. Other starting states are not covered by this conclusion.

\section{The model beside a real laminate}

The material values are rough typical ones; crystallinity and processing change those of real PET. The calculated flux is therefore an illustration, not a prediction for a particular film. An adhesive layer can be included as a third layer, and full reversal still preserves $J$ if it is linear.

Among the effects estimated in this section for the laminate, with the values assumed here, a temperature difference between two runs is the largest. Take $D\propto e^{-E_D/kT}$ and $S\propto e^{-H_S/kT}$, with rough values $E_D=0.50$, $H_S=-0.15$~eV for PET and $0.42$, $0$~eV for LDPE. If one run is 0.5~K warmer, its steady flux rises by 2.3\% and its lag falls by 3.1\%. That could be mistaken for an effect of orientation.

PET is glassy, and saturating sites break linear sorption. With the assumed $f=0.5$ and $b=0.04$~atm$^{-1}$ in PET, the finite-volume calculation with 40 cells per layer gives a largest orientation effect of about $7\times10^{-4}$ of the steady flux. A closed receiver 10~cm deep has $C_V=10\times273.15/298.15=9.16$~cm$^3$(STP)/(cm$^2$ atm), and Eq.~(\ref{receiver}) gives a relative effect of $2.6\times10^{-5}$. A stagnant gas film 1~mm thick, with gas diffusivity 0.2~cm$^2$/s, adds only $1.2\times10^{-7}$ of the membrane resistance. Its capacity is about 270 times that of the laminate, however, so it lengthens the lag in both orders by about $L^2/(2D)=0.025$~s, or $3\times10^{-4}$ of $\theta$. Because the film stays in place when the laminate is reversed, it also makes the two fluxes differ, by about $1\times10^{-6}$ of the steady flux. These estimates apply to this laminate, this pressure and the assumed saturation parameters; the strong saturation case above shows that the equality should not be assumed for other sorption laws.
